# Two singlets, one adiabatic root: a double excitation in a harmonic well: a numerical check

```python
"""
Two electrons in a 1D harmonic well with contact repulsion lam*delta(x1-x2).
Oscillator units: hbar = mass = well frequency = 1; a = lam/sqrt(2*pi).

Result under test: near excitation energy 2 there are two singlets, at 2
(exact) and 2 - a/2 + O(lam^2). Adiabatic response has one root there, at
2 - a/4 + O(lam^2). The dressed kernel
    2K(w) = lam*I0022 + H_qD^2 / (w - H_DD)
gives both singlets through first order, each with half the strength.
q = singlet (0,2), D = double excitation (1,1); Iabcd = integral of the
product of four oscillator orbitals; H_DD is measured from the ground state.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.special import rgamma

# Oscillator orbitals on a uniform grid
step = 0.05
x = np.arange(-280, 281) * step
n_max = 40
phi = np.zeros((n_max + 1, x.size))
phi[0] = np.pi ** -0.25 * np.exp(-x**2 / 2)
phi[1] = np.sqrt(2) * x * phi[0]
for n in range(1, n_max):
    phi[n + 1] = (np.sqrt(2 / (n + 1)) * x * phi[n]
                  - np.sqrt(n / (n + 1)) * phi[n - 1])
assert np.allclose(step * phi @ phi.T, np.eye(n_max + 1), atol=1e-10)


def four(a, b, c, d):
    return step * np.sum(phi[a] * phi[b] * phi[c] * phi[d])


I0000, I0022 = four(0, 0, 0, 0), four(0, 0, 2, 2)
I1111, I0211 = four(1, 1, 1, 1), four(0, 2, 1, 1)
J = 1 / np.sqrt(2 * np.pi)
assert np.allclose([I0000, I0022, I1111, I0211],
                   [J, 3 * J / 8, 3 * J / 4, J / (4 * np.sqrt(2))], atol=1e-11)


def relative_levels(lam):
    """nu0, nu2 from the derivative jump of the relative wave function."""
    g = lam / np.sqrt(2)

    def condition(nu):
        return 2 * rgamma(-nu / 2) + g * rgamma((1 - nu) / 2)
    return (brentq(condition, 0, 1, xtol=1e-14),
            brentq(condition, 2, 3, xtol=1e-14))


# Singlet two-electron basis: symmetrized products with a + b <= n_max
pairs = [(a, b) for a in range(n_max + 1) for b in range(a, n_max + 1 - a)]
first = np.array([p[0] for p in pairs])
second = np.array([p[1] for p in pairs])
sym = np.where(first == second, 1.0, np.sqrt(2))
coalescence = sym[:, None] * phi[first] * phi[second]
contact = step * coalescence @ coalescence.T
x_squared = step * (phi * x**2) @ phi.T
index_q = pairs.index((0, 2))


def two_electron(lam):
    """Ground energy, excitations, strengths of x1^2+x2^2, weights of q."""
    energy, vec = np.linalg.eigh(np.diag(first + second + 1.0) + lam * contact)
    ground = np.zeros((n_max + 1, n_max + 1))
    ground[first, second] = vec[:, 0] / sym
    ground[second, first] = vec[:, 0] / sym
    moved = x_squared @ ground + ground @ x_squared
    amplitude = vec.T @ (sym * moved[first, second])
    return (energy[0], energy[1:] - energy[0],
            amplitude[1:]**2, vec[index_q, 1:]**2)


def adiabatic(lam, nb=31):
    """Self-consistent exact-exchange gap 0->2 and all full Casida roots."""
    basis = phi[:nb]
    orbital = basis[0]
    for _ in range(60):
        h = (np.diag(np.arange(nb) + 0.5)
             + lam * step * (basis * orbital**2) @ basis.T)
        eps, c = np.linalg.eigh(h)
        new = c[:, 0] @ basis
        change = np.max(np.abs(new**2 - orbital**2))
        orbital = new
    assert change < 1e-11
    orbs = c.T @ basis
    gap = eps[1:] - eps[0]
    trans = orbs[0] * orbs[1:]
    kernel = 0.5 * lam * step * trans @ trans.T
    root = np.sqrt(gap)
    casida = np.diag(gap**2) + 4 * np.outer(root, root) * kernel
    return gap[1], np.sqrt(np.linalg.eigvalsh(casida))


def first_order(lam):
    """Kohn-Sham gap, H_qq, H_DD (from ground state), H_qD."""
    return (2 + lam * (I0022 - I0000), 2 + lam * (2 * I0022 - I0000),
            2 + lam * (I1111 - I0000), lam * np.sqrt(2) * I0211)


def dressed_kernel(w, lam):
    _, _, h_dd, h_qd = first_order(lam)
    return lam * I0022 + h_qd**2 / (w - h_dd)


def dressed_roots(lam):
    """Roots of w = gap + 2K(w) on both sides of the kernel pole; residues."""
    gap, _, h_dd, _ = first_order(lam)
    a = lam * J

    def f(w):
        return w - gap - dressed_kernel(w, lam)
    roots = [brentq(f, h_dd - 5 * a, h_dd - 1e-3 * a, xtol=1e-14),
             brentq(f, h_dd + 1e-3 * a, h_dd + 5 * a, xtol=1e-14)]
    d = 1e-4 * a
    residues = [2 * d / (f(w + d) - f(w - d)) for w in roots]
    return np.array(roots), np.array(residues)


def near_two(values):
    return np.where((values > 1.5) & (values < 2.5))[0]


# Worked example
lam = 0.2
a = lam * J
nu0, nu2 = relative_levels(lam)
e0, exc, strength, weight = two_electron(lam)
pick = near_two(exc)
assert len(pick) == 2
# Tolerances: slow basis convergence caused by the contact cusp
assert abs(e0 - (1 + nu0)) < 2e-3
assert abs(exc[pick[0]] - (nu2 - nu0)) < 1e-3
assert abs(exc[pick[1]] - 2) < 1e-4

ks_gap, casida_roots = adiabatic(lam)
pick_ad = near_two(casida_roots)
assert len(pick_ad) == 1
assert abs(casida_roots[0] - 1) < 1e-6   # centre-of-mass mode
gap1, h_qq, h_dd, h_qd = first_order(lam)
roots, residues = dressed_roots(lam)

# First-order claims: remainders must fall as lam^2
remainder, triplet_rem = [], []
for s in (0.02, 0.01):
    n0, n2 = relative_levels(s)
    r, z = dressed_roots(s)
    remainder.append(abs(r[0] - (n2 - n0)))
    triplet_rem.append(abs((2 - n0) - (2 - s * J)))
    assert abs(r[1] - 2) < 1e-10
    g, c_roots = adiabatic(s)
    idx = near_two(c_roots)
    assert len(idx) == 1
    assert abs(c_roots[idx[0]] - (2 - s * J / 4)) < 0.1 * s**2
    assert abs(g - (2 - 5 * s * J / 8)) < 0.2 * s**2
    _, ex, st, wt = two_electron(s)
    idx = near_two(ex)
    assert len(idx) == 2
    assert np.all(np.abs(st[idx] - z) < 0.4 * s)
    assert np.all(np.abs(wt[idx] - z) < 0.4 * s)
assert 3.8 < remainder[0] / remainder[1] < 4.2
assert 3.8 < triplet_rem[0] / triplet_rem[1] < 4.2

# Kernel extracted from the computed interacting response at small coupling
lam_k = 0.01
a_k = lam_k * J
gap_k, _ = adiabatic(lam_k)
_, ex, st, _ = two_electron(lam_k)
table = []
for offset in (-1.0, -0.4, -0.1, 0.5):
    w = 2 + offset * a_k
    response = np.sum(st * 2 * ex / (w**2 - ex**2))
    extracted = (w - gap_k - 1 / response) / a_k
    formula = dressed_kernel(w, lam_k) / a_k
    assert abs(extracted - formula) < 0.05
    table.append((offset, extracted, formula))

U = "hbar*omega0"
print(f"coupling lam = {lam:.2f} {U}*length")
print(f"a = lam/sqrt(2 pi) = {a:.6f} {U}")
print(f"integral phi0^4 = {I0000:.6f} 1/length")
print(f"integral phi0^2 phi2^2 = {I0022:.6f} 1/length")
print(f"integral phi1^4 = {I1111:.6f} 1/length")
print(f"integral phi0 phi2 phi1^2 = {I0211:.6f} 1/length")
print(f"relative quantum number nu0 = {nu0:.6f} (no unit)")
print(f"relative quantum number nu2 = {nu2:.6f} (no unit)")
print(f"ground energy, Gamma condition = {1 + nu0:.6f} {U}")
print(f"ground energy, product basis = {e0:.6f} {U}")
print(f"product basis size = {len(pairs)} singlet states")
print(f"relative singlet, Gamma condition = {nu2 - nu0:.6f} {U}")
print(f"lower singlet, product basis = {exc[pick[0]]:.6f} {U}")
print(f"upper singlet, product basis = {exc[pick[1]]:.6f} {U}")
print(f"triplet, Gamma condition = {2 - nu0:.6f} {U}")
print(f"triplet, first order = {2 - a:.6f} {U}")
print(f"Kohn-Sham gap 0->2, first order = {gap1:.6f} {U}")
print(f"Kohn-Sham gap 0->2, self-consistent = {ks_gap:.6f} {U}")
print(f"adiabatic root, first order = {h_qq:.6f} {U}")
print(f"adiabatic root, full Casida = {casida_roots[pick_ad[0]]:.6f} {U}")
print(f"adiabatic roots between 1.5 and 2.5: {len(pick_ad)}")
print(f"true singlets between 1.5 and 2.5: {len(pick)}")
print(f"adiabatic centre-of-mass mode = {casida_roots[0]:.6f} {U}")
print(f"double-excitation energy H_DD = {h_dd:.6f} {U}")
print(f"coupling H_qD = {h_qd:.6f} {U}")
print(f"dressed lower root = {roots[0]:.6f} {U}")
print(f"dressed upper root = {roots[1]:.6f} {U}")
print(f"dressed lower minus accurate = {roots[0] - (nu2 - nu0):.6f} {U}")
print(f"dressed residues = {residues[0]:.4f}, {residues[1]:.4f} (no unit)")
print(f"strengths of x1^2+x2^2, product basis = {strength[pick[0]]:.4f}, "
      f"{strength[pick[1]]:.4f} length^4")
print(f"weights of (0,2), product basis = {weight[pick[0]]:.4f}, "
      f"{weight[pick[1]]:.4f} (no unit)")
print(f"remainder ratio, lam 0.02 to 0.01 = {remainder[0]/remainder[1]:.3f}")
print(f"kernel test coupling = {lam_k:.2f} {U}*length")
for offset, extracted, formula in table:
    print(f"(w-2)/a = {offset:+.1f}: 2K/a extracted {extracted:+.4f}, "
          f"formula {formula:+.4f}")
print("verified")
```

It prints:

```
coupling lam = 0.20 hbar*omega0*length
a = lam/sqrt(2 pi) = 0.079788 hbar*omega0
integral phi0^4 = 0.398942 1/length
integral phi0^2 phi2^2 = 0.149603 1/length
integral phi1^4 = 0.299207 1/length
integral phi0 phi2 phi1^2 = 0.070524 1/length
relative quantum number nu0 = 0.075531 (no unit)
relative quantum number nu2 = 2.039542 (no unit)
ground energy, Gamma condition = 1.075531 hbar*omega0
ground energy, product basis = 1.076247 hbar*omega0
product basis size = 441 singlet states
relative singlet, Gamma condition = 1.964011 hbar*omega0
lower singlet, product basis = 1.963694 hbar*omega0
upper singlet, product basis = 2.000018 hbar*omega0
triplet, Gamma condition = 1.924469 hbar*omega0
triplet, first order = 1.920212 hbar*omega0
Kohn-Sham gap 0->2, first order = 1.950132 hbar*omega0
Kohn-Sham gap 0->2, self-consistent = 1.951559 hbar*omega0
adiabatic root, first order = 1.980053 hbar*omega0
adiabatic root, full Casida = 1.981090 hbar*omega0
adiabatic roots between 1.5 and 2.5: 1
true singlets between 1.5 and 2.5: 2
adiabatic centre-of-mass mode = 1.000000 hbar*omega0
double-excitation energy H_DD = 1.980053 hbar*omega0
coupling H_qD = 0.019947 hbar*omega0
dressed lower root = 1.960106 hbar*omega0
dressed upper root = 2.000000 hbar*omega0
dressed lower minus accurate = -0.003905 hbar*omega0
dressed residues = 0.5000, 0.5000 (no unit)
strengths of x1^2+x2^2, product basis = 0.5500, 0.5000 length^4
weights of (0,2), product basis = 0.4994, 0.4995 (no unit)
remainder ratio, lam 0.02 to 0.01 = 3.990
kernel test coupling = 0.01 hbar*omega0*length
(w-2)/a = -1.0: 2K/a extracted +0.2902, formula +0.2917
(w-2)/a = -0.4: 2K/a extracted -0.0328, formula -0.0417
(w-2)/a = -0.1: 2K/a extracted +0.7917, formula +0.7917
(w-2)/a = +0.5: 2K/a extracted +0.4586, formula +0.4583
verified
```
